**Frozen and relaxed ionization energies of helium**

The program tests why the frozen-orbital value lies closer to the true ionization energy than the relaxed Hartree-Fock difference. Here $R$ is the excess energy of the atom's Hartree-Fock orbital in the ion, and $C$ is the Hartree-Fock energy of the atom minus its correlated energy. The errors are $R-C$ for the frozen value and $-C$ for the relaxed one, so the frozen value wins when $0<R<2C$. The program asserts this condition for helium, with $R=0.0563$ and $C=0.0420$ hartree, and asserts the same order of errors for nuclear charges 1, 2, 3, 4 and 10. It also asserts that the order reverses when the pair function may depend on the two radii alone. The correlated energy is checked against the solvable case without electron repulsion and against full configuration interaction in the cc-pV5Z basis, which lies $5.7\times10^{-4}$ hartree higher. The output gives errors of $+0.387$ eV (frozen) and $-1.144$ eV (relaxed) relative to the correlated reference. The nuclear-mass and one-electron relativistic effects sum to at most about 0.014 eV in magnitude, against a margin of 0.378 eV.

## Verification by program

```python
"""Why helium's frozen-orbital ionization energy beats the relaxed HF difference.

Result under test (hartree atomic units, fixed nucleus, nonrelativistic):
  relaxed error = -C,   frozen error = R - C,
so the frozen value is closer exactly when 0 < R < 2C.
  R = energy of the neutral atom's HF orbital in the ion, minus the ion's energy
  C = HF energy minus exact energy of the two-electron atom
  Z = nuclear charge; ion energy = -Z^2/2
"""
import math
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

EV = physical_constants["Hartree energy in eV"][0]
ALPHA = physical_constants["fine-structure constant"][0]
MASS = physical_constants["alpha particle-electron mass ratio"][0]


def exponents(Z, count=24, ratio=2.0):
    return 0.006 * Z**2 * ratio ** np.arange(count)


def s_integrals(Z, exps):
    """One- and two-electron integrals in an orthonormalized s-Gaussian basis."""
    p = exps[:, None] + exps[None, :]
    norm = (2 * exps / np.pi) ** 0.75
    nn = np.outer(norm, norm)
    overlap = nn * (np.pi / p) ** 1.5
    kinetic = nn * 3 * np.outer(exps, exps) * np.pi**1.5 / p**2.5
    h = kinetic - nn * 2 * np.pi * Z / p
    pb, pk = p[:, :, None, None], p[None, None, :, :]
    g = 2 * np.pi**2.5 / (pb * pk * np.sqrt(pb + pk))
    g = g * nn[:, :, None, None] * nn[None, None, :, :]
    w, U = np.linalg.eigh(overlap)
    X = U / np.sqrt(w)
    g = np.einsum("abcd,ai,bj,ck,dl->ijkl", g, X, X, X, X, optimize=True)
    return X.T @ h @ X, g


def hartree_fock(h, g):
    """Closed-shell two-electron HF: total energy, orbital energy, orbital."""
    n = len(h)
    g2 = g.reshape(n * n, n * n)
    v = np.linalg.eigh(h)[1][:, 0]
    D = np.outer(v, v)
    for _ in range(250):
        J = (g2 @ D.ravel()).reshape(n, n)
        v = np.linalg.eigh(h + J)[1][:, 0]
        D = 0.5 * D + 0.5 * np.outer(v, v)
    J = (g2 @ np.outer(v, v).ravel()).reshape(n, n)
    eps = np.linalg.eigvalsh(h + J)[0]
    return 2 * v @ h @ v + v @ J @ v, eps, v


def radial_pair_energy(h, g):
    """Lowest energy of a pair function that depends on r1 and r2 only."""
    n = len(h)
    one = np.eye(n)
    H = np.kron(h, one) + np.kron(one, h)
    H += g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def correlated_energy(Z, order, repulsion=1.0):
    """Variational energy with functions exp(-k s) s^i t^j u^l, j even,
    s = r1 + r2, t = r2 - r1, u = interelectronic distance."""
    k = Z - 0.2
    powers = [(i, j, l) for i in range(order + 1)
              for j in range(0, order + 1, 2)
              for l in range(order + 1) if i + j + l <= order]

    def integral(f, g, weight):
        total = 0.0
        for cf, a1, b1, c1 in f:
            for cg, a2, b2, c2 in g:
                for cw, a3, b3, c3 in weight:
                    b, c = b1 + b2 + b3, c1 + c2 + c3
                    m = a1 + a2 + a3 + b + c + 2
                    total += (cf * cg * cw * math.factorial(m)
                              / (2 * k) ** (m + 1) / ((b + 1) * (b + c + 2)))
        return total

    volume = [(1, 2, 0, 1), (-1, 0, 2, 1)]
    cross_s = [(1, 1, 0, 2), (-1, 1, 2, 0)]
    cross_t = [(1, 2, 1, 0), (-1, 0, 1, 2)]
    potential = [(-4 * Z, 1, 0, 1), (repulsion, 2, 0, 0), (-repulsion, 0, 2, 0)]
    funcs = []
    for i, j, l in powers:
        f = [(1.0, i, j, l)]
        fs = [(-k, i, j, l)] + ([(i, i - 1, j, l)] if i else [])
        ft = [(j, i, j - 1, l)] if j else []
        fu = [(l, i, j, l - 1)] if l else []
        funcs.append((f, fs, ft, fu))
    n = len(funcs)
    S, H = np.zeros((n, n)), np.zeros((n, n))
    for a in range(n):
        f, fs, ft, fu = funcs[a]
        for b in range(a + 1):
            q, qs, qt, qu = funcs[b]
            S[a, b] = S[b, a] = integral(f, q, volume)
            value = (integral(fs, qs, volume) + integral(ft, qt, volume)
                     + integral(fu, qu, volume)
                     + integral(fs, qu, cross_s) + integral(fu, qs, cross_s)
                     + integral(ft, qu, cross_t) + integral(fu, qt, cross_t)
                     + integral(f, q, potential))
            H[a, b] = H[b, a] = value
    d = 1 / np.sqrt(np.diag(S))
    S, H = S * np.outer(d, d), H * np.outer(d, d)
    w, U = np.linalg.eigh(S)
    keep = w > 1e-12          # removes directions lost to rounding
    X = U[:, keep] / np.sqrt(w[keep])
    return np.linalg.eigvalsh(X.T @ H @ X)[0]


# ---- Helium: HF atom, frozen ion, relaxed ion ----
Z = 2
h, g = s_integrals(Z, exponents(Z))
E_hf, eps, phi = hartree_fock(h, g)
ion_levels, ion_states = np.linalg.eigh(h)
E_ion = -Z**2 / 2
assert abs(ion_levels[0] - E_ion) < 1e-5
E_frozen_ion = phi @ h @ phi
assert abs((E_frozen_ion - E_hf) - (-eps)) < 1e-8
R = E_frozen_ion - E_ion
ground_weight = (ion_states[:, 0] @ phi) ** 2

h2, g2 = s_integrals(Z, exponents(Z, 20, 2.3))
hf_shift = hartree_fock(h2, g2)[0] - E_hf
E_radial = radial_pair_energy(h, g)
radial_shift = radial_pair_energy(h2, g2) - E_radial
assert abs(hf_shift) < 1e-5 and abs(radial_shift) < 1e-4

# ---- Correlated reference and its independent checks ----
E_ref5, E_ref = correlated_energy(Z, 5), correlated_energy(Z, 6)
assert -1e-8 < E_ref5 - E_ref < 1e-5
assert abs(correlated_energy(Z, 6, repulsion=0.0) + Z**2) < 1e-5
mol = gto.M(atom="He 0 0 0", basis="cc-pv5z", verbose=0)
mf = scf.RHF(mol).run()
E_fci = fci.FCI(mf).kernel()[0]
assert abs(mf.e_tot - E_hf) < 2e-4       # finite standard basis
assert 0 < E_fci - E_ref < 1e-3          # variational, slow angular convergence

C = E_hf - E_ref
I_frozen, I_relaxed, I_ref = -eps, E_ion - E_hf, E_ion - E_ref
err_frozen, err_relaxed = I_frozen - I_ref, I_relaxed - I_ref
midpoint = 0.5 * (I_frozen + I_relaxed)
assert abs(err_frozen - (R - C)) < 1e-7
assert 0 < R < 2 * C and abs(err_frozen) < abs(err_relaxed)

# ---- Without angular correlation the order reverses ----
C_radial = E_hf - E_radial
I_radial = E_ion - E_radial
assert R > 2 * C_radial > 0
assert abs(I_frozen - I_radial) > abs(I_relaxed - I_radial)


# ---- Hand estimate of R from a single exponential orbital ----
def slater_parts(zeta, charge):
    dens = lambda r: 4 * zeta**3 * r**2 * np.exp(-2 * zeta * r)
    slope2 = lambda r: 4 * zeta**3 * np.exp(-2 * zeta * r) * (1 - zeta * r) ** 2
    one = quad(lambda r: 0.5 * slope2(r) - charge * dens(r) / r, 0, 12)[0]
    rep = 2 * quad(lambda r: dens(r) / r * quad(dens, 0, r)[0], 0, 12)[0]
    return one, rep


estimate = (5 / 16) ** 2 / 2
zeta_found = {}
for charge in (2, 4):
    def total(zeta):
        one, rep = slater_parts(zeta, charge)
        return 2 * one + rep
    best = minimize_scalar(total, bounds=(charge - 1, charge), method="bounded",
                           options={"xatol": 1e-7}).x
    zeta_found[charge] = best
    assert abs(best - (charge - 5 / 16)) < 1e-4
    assert abs(slater_parts(best, charge)[0] + charge**2 / 2 - estimate) < 1e-4

# ---- Two-electron series ----
series = []
for charge in (1, 2, 3, 4, 10):
    hz, gz = s_integrals(charge, exponents(charge))
    ez, epsz, vz = hartree_fock(hz, gz)
    rz = vz @ hz @ vz + charge**2 / 2
    cz = ez - correlated_energy(charge, 6)
    frozen_z, relaxed_z = -epsz, -charge**2 / 2 - ez
    true_z = relaxed_z + cz
    assert abs(frozen_z - true_z) < abs(relaxed_z - true_z)
    assert abs(rz - estimate) < 0.2 * rz
    series.append((charge, rz, cz, frozen_z, relaxed_z, true_z))
assert series[0][4] < 0 < series[0][5]

# ---- Effects left out of the model ----
reduced_mass_shift = -I_ref / (MASS + 1)
polarization_bound = abs(E_ref) / MASS   # |<p1.p2>| <= <p1^2> = |E|
basis = [[0, [float(a), 1.0]] for a in exponents(Z)]
mol_s = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
nonrel = scf.RHF(mol_s).run(conv_tol=1e-12)
rel = scf.RHF(mol_s).sfx2c1e().run(conv_tol=1e-12)
S = mol_s.intor("int1e_ovlp")
ion_rel = eigh(rel.get_hcore(), S, eigvals_only=True)[0]
ion_nonrel = eigh(nonrel.get_hcore(), S, eigvals_only=True)[0]
ion_shift = ion_rel - ion_nonrel
dirac_shift = (math.sqrt(1 - (Z * ALPHA) ** 2) - 1) / ALPHA**2 - E_ion
assert abs(ion_shift / dirac_shift - 1) < 0.05
rel_shift = ion_shift - (rel.e_tot - nonrel.e_tot)
neglected = abs(reduced_mass_shift) + polarization_bound + abs(rel_shift)
assert neglected < 0.2 * (I_ref - midpoint)

# ---- Output ----
print("HELIUM, energies in hartree")
print(f"HF energy of atom                    {E_hf:.6f}")
print(f"HF orbital energy                    {eps:.6f}")
print(f"correlated reference energy of atom  {E_ref:.6f}")
print(f"exact ion energy                     {E_ion:.6f}")
print(f"ion energy with frozen orbital       {E_frozen_ion:.6f}")
print(f"relaxation energy R                  {R:.6f}")
print(f"correlation energy magnitude C       {C:.6f}")
print(f"ratio R/C (no unit)                  {R / C:.3f}")
print(f"ion ground-state weight in orbital   {ground_weight:.4f}")
print("IONIZATION ENERGIES: hartree, eV")
for label, x in (("frozen", I_frozen), ("relaxed", I_relaxed),
                 ("reference", I_ref), ("midpoint", midpoint),
                 ("frozen error", err_frozen), ("relaxed error", err_relaxed)):
    print(f"{label:<16}{x:10.6f} {x * EV:9.3f}")
print("RADIAL-ONLY PAIR FUNCTION, hartree")
print(f"atom energy                          {E_radial:.5f}")
print(f"correlation energy magnitude         {C_radial:.5f}")
print(f"ionization energy                    {I_radial:.5f}")
print(f"frozen error                         {I_frozen - I_radial:.5f}")
print(f"relaxed error                        {I_relaxed - I_radial:.5f}")
print("SINGLE-EXPONENTIAL ESTIMATE")
print(f"best exponent, Z=2 (1/bohr)          {zeta_found[2]:.4f}")
print(f"best exponent, Z=4 (1/bohr)          {zeta_found[4]:.4f}")
print(f"estimated R (hartree)                {estimate:.5f}")
print("SERIES, hartree: Z, R, C, frozen I, relaxed I, reference I")
for row in series:
    print(f"{row[0]:3d} " + " ".join(f"{x:10.5f}" for x in row[1:]))
print("CONVERGENCE, hartree")
print(f"HF shift, 20 vs 24 Gaussians         {hf_shift:.1e}")
print(f"radial-pair shift, 20 vs 24          {radial_shift:.1e}")
print(f"reference shift, order 5 vs 6        {E_ref5 - E_ref:.1e}")
print(f"full CI (cc-pV5Z) minus reference    {E_fci - E_ref:.1e}")
print("NEGLECTED EFFECTS ON IONIZATION ENERGY, eV")
print(f"reduced-mass shift                   {reduced_mass_shift * EV:.4f}")
print(f"mass-polarization upper bound        {polarization_bound * EV:.4f}")
print(f"one-electron relativistic shift      {rel_shift * EV:.4f}")
print(f"sum of magnitudes                    {neglected * EV:.4f}")
print(f"reference minus midpoint             {(I_ref - midpoint) * EV:.4f}")
print("done: every assertion held")
```

It prints:

```
HELIUM, energies in hartree
HF energy of atom                    -2.861680
HF orbital energy                    -0.917956
correlated reference energy of atom  -2.903721
exact ion energy                     -2.000000
ion energy with frozen orbital       -1.943724
relaxation energy R                  0.056276
correlation energy magnitude C       0.042041
ratio R/C (no unit)                  1.339
ion ground-state weight in orbital   0.9677
IONIZATION ENERGIES: hartree, eV
frozen            0.917956    24.979
relaxed           0.861680    23.448
reference         0.903721    24.592
midpoint          0.889818    24.213
frozen error      0.014234     0.387
relaxed error    -0.042041    -1.144
RADIAL-ONLY PAIR FUNCTION, hartree
atom energy                          -2.87903
correlation energy magnitude         0.01735
ionization energy                    0.87903
frozen error                         0.03893
relaxed error                        -0.01735
SINGLE-EXPONENTIAL ESTIMATE
best exponent, Z=2 (1/bohr)          1.6875
best exponent, Z=4 (1/bohr)          3.6875
estimated R (hartree)                0.04883
SERIES, hartree: Z, R, C, frozen I, relaxed I, reference I
  1    0.05829    0.03980    0.04622   -0.01207    0.02773
  2    0.05628    0.04204    0.91796    0.86168    0.90372
  3    0.05595    0.04349    2.79236    2.73642    2.77991
  4    0.05582    0.04426    5.66712    5.61130    5.65556
 10    0.05561    0.04569   43.91673   43.86111   43.90680
CONVERGENCE, hartree
HF shift, 20 vs 24 Gaussians         2.9e-07
radial-pair shift, 20 vs 24          2.1e-06
reference shift, order 5 vs 6        5.0e-06
full CI (cc-pV5Z) minus reference    5.7e-04
NEGLECTED EFFECTS ON IONIZATION ENERGY, eV
reduced-mass shift                   -0.0034
mass-polarization upper bound        0.0108
one-electron relativistic shift      -0.0001
sum of magnitudes                    0.0143
reference minus midpoint             0.3783
done: every assertion held
```
